# A rational-function step to a saddle point, with ammonia inversion, part 2

The transition state of a precursor molecule is sought as a first-order saddle point of its electronic energy $E(\mathbf x)$, where $\mathbf x$ collects the Cartesian coordinates of the nuclei. There the gradient vanishes, and the curvature is negative along one internal direction and positive along all the others.

At the current geometry, $\mathbf g$ is the gradient, $\mathbf H$ the Hessian and $\mathbf s$ a displacement. The Hessian has orthonormal eigenvectors $\mathbf v_i$ (the modes) with curvatures $b_i$, and $g_i=\mathbf v_i\cdot\mathbf g$, $s_i=\mathbf v_i\cdot\mathbf s$. Translations and rotations are left out of the sums. The coordinates are not mass-weighted. Lengths are in bohr, slopes $g_i$ in hartree/bohr, and curvatures $b_i$ and shifts $\lambda$ in hartree/bohr$^2$. A component goes uphill if $g_is_i>0$ and downhill if $g_is_i<0$, to first order.

The quadratic energy change and the rational model are

$$
q(\mathbf s)=\sum_i\left(g_is_i+\tfrac12 b_is_i^2\right),\qquad
\varepsilon(\mathbf s)=\frac{q(\mathbf s)}{1+\mathbf s\cdot\mathbf s},
$$

with a constant of 1 bohr$^{-2}$ understood before $\mathbf s\cdot\mathbf s$. Newton's step has components $-g_i/b_i$, uphill for $b_i<0$ and downhill for $b_i>0$. The rational model is instead stationary at

$$
s_i=-\frac{g_i}{b_i-\lambda},\qquad \lambda=2\varepsilon=\mathbf g\cdot\mathbf s .
$$

The first half treated two cases. For one mode with slope $g$ and curvature $b$, the upper root $\lambda_+$ gives the global maximum:

$$
\lambda_\pm=gs_\pm=\tfrac12\left(b\pm\sqrt{b^2+4g^2}\right),
\qquad s_\pm=\frac{g}{\lambda_\pm-b}.
$$

A unique maximiser exists if $g\neq0$ or $b<0$. For several modes, all minimised, the global minimum belongs to the lowest root of the secular equation

$$
\lambda=\sum_i\frac{g_i^2}{\lambda-b_i}.
$$

A minimiser is guaranteed if the mode of lowest curvature has a nonzero slope or a positive curvature.

The one-mode example had $b=0.06$ and $g=0.02$. The three-mode example had curvatures $(-0.04,\,0.30,\,0.80)$ and slopes $(0.03,\,-0.05,\,0.04)$.

### Why one shift is not enough

Suppose that mode $k$ is to be climbed while all other modes are to be descended. With one common shift, $g_is_i=g_i^2/(\lambda-b_i)$. Uphill motion along $k$ requires $\lambda>b_k$. Downhill motion along the others requires $\lambda<b_i$. Both hold together if

$$
b_k<\lambda<b_i\qquad\text{for all }i\neq k\text{ with }g_i\neq0 .
$$

This can be met when mode $k$ has the lowest curvature, as in the ammonia example below, but it is impossible when one of those other modes has a curvature below $b_k$. The cure is to give the followed mode and the remaining modes separate models, each with its own denominator:

$$
\varepsilon_k=\frac{g_ks_k+\frac12b_ks_k^2}{1+s_k^2},\qquad
\varepsilon_n=\frac{\sum_{i\neq k}\left(g_is_i+\frac12b_is_i^2\right)}{1+\sum_{i\neq k}s_i^2}.
$$

The first is maximised and the second minimised. The separation is natural because $q$ contains no product $s_ks_i$ in the eigenvector basis. The results of the first half apply to each part and give the partitioned rational-function step:

$$
s_k=\frac{g_k}{\lambda_p-b_k},\qquad
\lambda_p=\tfrac12\left(b_k+\sqrt{b_k^2+4g_k^2}\right),
$$

$$
s_i=-\frac{g_i}{b_i-\lambda_n}\quad(i\neq k),\qquad
\lambda_n=\sum_{i\neq k}\frac{g_i^2}{\lambda_n-b_i}\quad\text{(lowest root)}.
$$

When the two existence conditions hold, $g_ks_k\geq0$ and $g_is_i\leq0$, with equality for zero slopes. This holds for any signs of the curvatures.

The words "maximises the energy" need care. The step maximises one rational model and minimises another. The true energy is a maximum along the followed mode and a minimum along the rest at the converged saddle point, not after each step.

For a check, combine the two examples of the first half: curvatures $(0.06,-0.04,0.30,0.80)$ and slopes $(0.02,0.03,-0.05,0.04)$, with the first mode followed. The step is $(3.303,-1.646,0.140,-0.047)$ bohr. Direct numerical optimisation of the two rational models, which does not use the formulas for the step, gives the same components to the five decimals printed. Newton's step is $(-0.333,0.750,0.167,-0.050)$ bohr. It descends the mode to be climbed and climbs the second mode, which should be descended.

### The quadratic energy change and a limit on the step

Since $\varepsilon_k=\lambda_p/2$ and $\varepsilon_n=\lambda_n/2$ at the two optima, multiplying by the denominators gives the quadratic changes

$$
q_k=\tfrac12\lambda_p(1+s_k^2),\qquad
q_n=\tfrac12\lambda_n\Big(1+\sum_{i\neq k}s_i^2\Big).
$$

With a nonzero slope in each part, $\lambda_p>0$ and $\lambda_n<0$. The quadratic energy therefore rises along the followed mode and falls in the remaining space. In the four-mode example, $q_k=\frac12(0.066056)(1+3.30278^2)=0.3933$ hartree and $q_n=-0.1086$ hartree.

These changes are much too large to be taken as predictions for a molecule, because the displacements are several bohr. The whole step is therefore multiplied by a factor $t$, with $0<t\leq1$, so that its length does not exceed a chosen cap.

Shortening does not spoil the signs. Let either part have the linear term $\lambda=\mathbf g\cdot\mathbf s$ and the quadratic term $c=\frac12\sum b_is_i^2$, with the sums taken over that part. Then

$$
\frac{q(t)}{t}=\lambda+tc .
$$

This is a straight line in $t$. At $t=0$ its value is $\lambda$, and at $t=1$ it is $q(1)=\frac12\lambda(1+\mathbf s\cdot\mathbf s)$. Both have the sign of $\lambda$, so every value between them does too. The shortened step no longer maximises or minimises the rational models, but it keeps the direction and the sign of each quadratic change.

### The limit close to the saddle point

Now let $b_k<0$, let all other $b_i>0$, and let the slopes be small. The followed mode has $\lambda_p\approx g_k^2/|b_k|$. For the rest, neglecting $\lambda_n$ beside $b_i$ in the secular equation gives $\lambda_n\approx-\sum_{i\neq k}g_i^2/b_i$. Both shifts are quadratic in the slopes.

The difference from Newton's step, with $\lambda$ standing for the shift that belongs to mode $i$, is

$$
s_i+\frac{g_i}{b_i}
=\frac{g_i}{b_i}-\frac{g_i}{b_i-\lambda}
=-\frac{g_i\lambda}{b_i(b_i-\lambda)}
\approx-\frac{g_i\lambda}{b_i^2}.
$$

It is cubic in the slopes, so halving all of them should divide it by 8. For curvatures $(-0.10,0.20,0.30,0.80)$ and small slopes, the tested ratio is 7.9997.

This decides how fast the search converges. Let $\mathbf e$ be the displacement from the saddle point to the current geometry. Since the gradient vanishes at the saddle, Taylor's theorem gives $\mathbf g=\mathbf H\mathbf e+O(|\mathbf e|^2)$, with $\mathbf H$ taken at the current geometry. After a Newton step the error is

$$
\mathbf e-\mathbf H^{-1}\mathbf g=O(|\mathbf e|^2),
$$

provided no internal curvature is zero. The rational correction adds $O(|\mathbf g|^3)=O(|\mathbf e|^3)$, which is smaller. Near such a saddle, with a fresh Hessian in each cycle and no active cap, convergence is at least quadratic.

### Removing translations and rotations

The energy does not change when the molecule is moved rigidly. If $\mathbf r$ is the displacement for an infinitesimal translation or rotation, then $\mathbf r\cdot\mathbf g=0$ at every geometry. The gradient has no component along these motions.

The Hessian is less simple. A rotation has $\mathbf r=\mathbf R\mathbf x$ with an antisymmetric matrix $\mathbf R$. Differentiating $\mathbf g\cdot(\mathbf R\mathbf x)=0$ with respect to $\mathbf x$ gives $\mathbf H\mathbf R\mathbf x+\mathbf R^T\mathbf g=0$, and with $\mathbf R^T=-\mathbf R$,

$$
\mathbf H\mathbf r=\mathbf R\mathbf g .
$$

Away from a stationary point the right-hand side need not vanish, so rotations can mix with the internal modes. I therefore build an orthonormal basis $\mathbf B$ of the space orthogonal to the three translations and three rotations of a nonlinear molecule. The matrix $\mathbf B^T\mathbf H\mathbf B$ is diagonalised in that space, and the step is transformed back to Cartesian coordinates. Ammonia has $12-6=6$ such modes.

The convergence argument still applies. A saddle geometry can be translated and rotated until it lies as close as possible to the current one. The condition for least distance is that $\mathbf e$ is orthogonal to the rigid motions, so $\mathbf e$ lies in the space that is searched.

### Which mode is followed

Eigenvalue order can change during a search, so an index such as "the lowest mode" is not a safe label. In the first cycle I choose the eigenvector with the largest absolute overlap with a guessed direction. In each later cycle I choose the one with the largest absolute overlap with the eigenvector followed before. The choice becomes ambiguous if the followed mode mixes strongly with another of nearly equal curvature.

One cycle consists of these operations:

1. Compute the energy, gradient and Hessian, and diagonalise the Hessian in the internal space.
2. Stop if the gradient is small enough, and then check the signs of the curvatures.
3. Identify mode $k$ by overlap, compute the partitioned step, shorten it if needed, and move the nuclei.

Nothing in the derivation guarantees that a climb from an arbitrary geometry reaches a saddle point, or the desired one. The model knows only the local slope and curvature.

### Ammonia: the first step

Ammonia is a nitrogen precursor in the growth of nitride films. Its inversion, in which nitrogen passes through the plane of the three hydrogens, gives a small transition state to search for. It is not a decomposition reaction. The energies are restricted Hartree–Fock energies in the 6-31G* basis with spherical $d$ functions.

The search starts from a distorted pyramid. Nitrogen lies 0.50 bohr from the hydrogen plane, and the bond lengths are 1.87, 1.89 and 1.92 bohr. The guessed direction moves nitrogen and the hydrogens oppositely along the normal to that plane. It selects the lowest internal mode, with

$$
b_k=0.06382\ \text{hartree/bohr}^2,\qquad
g_k=0.02147\ \text{hartree/bohr}.
$$

Both numbers were tested against finite differences of energies and gradients. The curvature is positive, so this start lies outside the region where Newton's step would climb the mode. The upper shift is

$$
\lambda_p=\tfrac12\left(0.06382+\sqrt{0.06382^2+4(0.02147)^2}\right)
\approx0.0704\ \text{hartree/bohr}^2 .
$$

The step along the mode is $s_k=\lambda_p/g_k\approx3.28$ bohr, whereas Newton's component is $-0.02147/0.06382\approx-0.336$ bohr. The full rational step is also 3.28 bohr long to this precision. A cap of 0.3 bohr reduces it by the factor $0.3/3.2776=0.0915$.

After shortening, the component along the followed mode is 0.300 bohr. The quadratic model predicts a rise of

$$
0.02147(0.300)+\tfrac12(0.06382)(0.300)^2\approx0.0093\ \text{hartree}.
$$

The true rise for this component alone is 0.0077 hartree. The other components alone lower the true energy by $8.8\times10^{-5}$ hartree. Both signs are as intended, and the quadratic estimate of the rise is about 20% above the true value.

### Ammonia: convergence

The first step brings nitrogen to 0.189 bohr from the plane, and the followed curvature changes from $0.064$ to $-0.051$ hartree/bohr$^2$. The search has entered the region of negative curvature.

The approach is not monotonic. The gradient norm first grows from 0.035 to 0.045 hartree/bohr. After the first step the energy lies $2.3\times10^{-4}$ hartree above that of the saddle point, and after the second it lies $5.3\times10^{-4}$ hartree below. An energy above the saddle is no contradiction, since the saddle is a minimum in five of the six internal directions.

The last gradient norms are $1.06\times10^{-2}$, $1.15\times10^{-3}$, $1.04\times10^{-5}$ and $8.8\times10^{-10}$ hartree/bohr. Dividing each by the square of the one before gives about 10, 7.9 and 8.1 bohr/hartree. The last norm lies below the threshold of $10^{-7}$ set for the orbital gradient in the Hartree–Fock iterations, so that norm and the last ratio are uncertain already in the leading digit. The ratio stays bounded while the norm falls by seven orders of magnitude, as expected for quadratic convergence.

### Ammonia: checking the saddle and the barrier

The converged curvatures are $-0.120$, $0.161$ (twice), $0.559$ and $1.463$ (twice) hartree/bohr$^2$. There is one negative value, and it belongs to the followed mode. The true energy was also tested at displaced geometries. It falls for displacements of $\pm0.1$ bohr along the followed mode and rises for $\pm0.05$ bohr along each of the other five. The structure is planar with equal bonds of 1.868 bohr, within the tolerances of the search.

At a stationary point, the number of negative curvatures does not depend on the choice of Cartesian or mass-weighted coordinates. If $\mathbf x=\mathbf J\mathbf z$ with a constant invertible matrix $\mathbf J$, the Hessian in $\mathbf z$ is $\mathbf J^T\mathbf H\mathbf J$. Its quadratic form takes the same values on corresponding displacements, so the largest space on which it is negative has the same dimension. At a stationary point $\mathbf H\mathbf r=\mathbf 0$ for every rigid motion, so removing these motions does not change the count. Away from a stationary point, rotations mix with the internal modes and the space orthogonal to them depends on the coordinates, so the count for the projected matrix can differ. The eigenvectors and the partitioned steps do depend on the coordinates. The points visited by the search are not a reaction path: after the first step the energy lies above that of the saddle point, whereas a steepest-descent path from the saddle never rises above it.

Minimising in all six modes from the same start leads the other way, to a pyramid with nitrogen 0.699 bohr from the plane and bonds of 1.895 bohr. All its internal curvatures are positive. The energy difference between the saddle and this minimum is

$$
-56.173325-(-56.183713)=0.010388\ \text{hartree}\approx27.3\ \text{kJ/mol}.
$$

This is the electronic inversion barrier at the stated level of theory. I assign the saddle to inversion from its planar structure and its out-of-plane mode; the descent from the saddle to the minimum was not traced. The value leaves out electron correlation, zero-point motion and tunnelling, and it contains the error of the finite basis, so it should not be read as a measured barrier. The numerical output lists the slopes at the start, the curvatures at the start, the saddle and the minimum, and the cycles of the saddle search.

## Computed values

```
MODEL (b: hartree/bohr^2, g: hartree/bohr, s: bohr)
b: [ 0.06 -0.04  0.3   0.8 ]  g: [ 0.02  0.03 -0.05  0.04]
upper shift 0.066056, lower shift -0.058225 hartree/bohr^2
partitioned step: [ 3.30278 -1.64607  0.13958 -0.04661]
direct optimum  : [ 3.30278 -1.64607  0.13958 -0.04661]
Newton step     : [-0.33333  0.75     0.16667 -0.05   ]
quadratic change: mode 1 0.393305, others -0.108625 hartree
saddle model b: [-0.1  0.2  0.3  0.8] hartree/bohr^2
Newton departure ratio when g is halved: 7.9997
b=0.1, g=0.010: direct s=10.099, b/g=10.0 bohr
b=0.1, g=0.001: direct s=100.010, b/g=100.0 bohr
AMMONIA, RHF/6-31G*, spherical d functions
start: height 0.50 bohr, N-H [1.87 1.89 1.92] bohr
start H azimuths: [  0. 120. 242.] degree
start curvatures: [0.06382 0.16534 0.1704  0.5847  1.22077 1.33901] hartree/bohr^2
start slopes: [ 0.02147 -0.00332 -0.008    0.00531 -0.02333  0.01007] hartree/bohr
followed mode (1=lowest): 1
shifts: 0.070371, -0.001010 hartree/bohr^2
followed step 3.2771, Newton -0.3365 bohr (uncapped)
step length 3.2776 bohr, cap 0.3 bohr, factor 0.0915
true energy change: along 7.722e-03, across -8.819e-05 hartree
search: cycle, E/hartree, |g|/(hartree/bohr), b_k/(hartree/bohr^2), h/bohr
 0 -56.18071421 3.48e-02 0.06382 0.50000
 1 -56.17309088 4.46e-02 -0.05068 0.18875
 2 -56.17385658 2.54e-02 -0.07580 0.15175
 3 -56.17343024 1.06e-02 -0.10643 0.06281
 4 -56.17332645 1.15e-03 -0.11850 0.00660
 5 -56.17332527 1.04e-05 -0.11954 0.00006
 6 -56.17332527 8.76e-10 -0.11955 0.00000
saddle curvatures: [-0.11955  0.16111  0.16111  0.55933  1.46345  1.46345] hartree/bohr^2
minimum curvatures: [0.14002 0.17016 0.17016 0.67981 1.20273 1.20273] hartree/bohr^2
N-H: saddle 1.8679, minimum 1.8946 bohr
minimum: height 0.6991 bohr, cycles 4
energies: saddle -56.17332527, minimum -56.18371345 hartree
electronic barrier: 0.010388 hartree = 27.27 kJ/mol
```
